# Levitating water in a solenoid: stable zone and finite-length correction

Before computing the current that floats a water drop in a vertical solenoid, one must decide whether to model the whole winding or only its upper end. One must also choose a height to aim at, because a point where the force balances the weight can still be unstable. Both choices depend on how the magnetic force and its derivatives behave when the solenoid is long compared with its radius.

## 1. The force and its molecular origin

Let $z$ point upward, and let the drop be small compared with the solenoid radius. Its SI volume susceptibility $\chi$ satisfies $|\chi|\ll1$, so the field of its own magnetization can be neglected to leading order. A volume $V$ in vacuum then acquires the moment $\mathbf m=\chi V\mathbf B/\mu_0$. The force on a dipole in a curl-free field is $F_i=\sum_j m_j\partial_iB_j$, so the force per volume is

$$f_i=\frac{\chi}{\mu_0}\sum_jB_j\partial_iB_j=\frac{\chi}{2\mu_0}\,\partial_i|\mathbf B|^2 .$$

It follows, with gravity included, from the energy per volume

$$u=-\frac{\chi}{2\mu_0}|\mathbf B|^2+\rho gz .$$

The factor $1/2$ is there because the moment is induced and grows with the field. It cancels when $B^2$ is differentiated. On the axis, with $B=B_z>0$ and primes denoting $d/dz$, balance requires

$$\frac{\chi}{\mu_0}BB'=\rho g .$$

For a diamagnet $\chi<0$, so $BB'<0$: the drop floats above the centre, where the field decreases upward. The required magnitude is

$$G\equiv|BB'|=\frac{\mu_0\rho g}{|\chi|}.$$

The size of $\chi$ for water can be traced to its electrons. In atomic units the kinetic energy of an electron in a uniform field is $\tfrac12(\mathbf p+\mathbf A)^2$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Expanding the square gives

$$\tfrac12p^2+\tfrac12\mathbf B\cdot\mathbf L+\tfrac18B^2r_\perp^2 ,$$

where $r_\perp$ is the distance from the field axis through the origin. In a closed-shell singlet the spin adds nothing. The term linear in $\mathbf L$ has zero expectation value in a real, nondegenerate state, so the energy starts at second order, $E(B)=E_0-\tfrac12\xi B^2$. This defines the magnetizability $\xi$.

The last term of the expansion contributes $-\tfrac14\langle r_\perp^2\rangle$ to $\xi$, summed over electrons. Averaged over orientations, $r_\perp^2$ becomes $\tfrac23r^2$, which gives the Langevin part $-\langle r^2\rangle/6$. The angular-momentum term lets the orbitals respond, which lowers the energy and so contributes positively. The split between the two parts depends on the chosen origin.

For one water molecule, with O–H length 0.958 Å and angle 104.5°, restricted Hartree–Fock equations were solved with a small field along each of three axes, and $\xi$ was taken from the energy change. With the origin at the centroid of the electrons and the aug-cc-pVTZ basis, the Langevin part is $-3.237$ and the response part $+0.299$, so $\xi=-2.938$ atomic units, or $-2.318\times10^{-28}$ J/T². The smaller aug-cc-pVDZ basis gives $-2.958$ and the larger aug-cc-pVQZ basis $-2.933$. The last digit of $\xi$ is therefore uncertain by about $0.005$, and the $\chi$ below would move to $-9.72\times10^{-6}$. In a finite basis the total also depends on the origin: with the origin on a hydrogen atom, aug-cc-pVTZ gives $-3.46$, so the origin must be kept near the centre of the electron cloud.

If the molecules respond independently, the magnetization is $n\xi B$. Comparing it with $\chi B/\mu_0$ gives $\chi=\mu_0n\xi$. With $n=3.343\times10^{28}$ m⁻³,

$$\chi=(1.2566\times10^{-6})(3.343\times10^{28})(-2.318\times10^{-28})=-9.74\times10^{-6}.$$

This level of theory leaves out electron correlation, molecular vibration and the liquid surroundings. The rough measured size is $-9.0\times10^{-6}$, and I use it for the estimate. With $\rho=1000$ kg/m³ the weight per volume is 9806.6 N/m³, so

$$G=\frac{(1.2566\times10^{-6})(9806.6)}{9.0\times10^{-6}}=1369\ \mathrm{T^2/m}.$$

With a two-figure susceptibility this means about 1400 T²/m. The Hartree–Fock susceptibility gives about 1270 T²/m, some 8% less.

Air changes the condition slightly. Its pressure gradient balances the magnetic force and the weight of the air itself, and the same gradient acts on the drop. The net condition contains differences:

$$\frac{\chi-\chi_{\rm air}}{\mu_0}BB'=(\rho-\rho_{\rm air})g .$$

With the rough values $\chi_{\rm air}=4\times10^{-7}$ and $\rho_{\rm air}=1.2$ kg/m³, the requirement drops to 1309 T²/m, about 4% below the vacuum value. The rest of the discussion refers to vacuum.

## 2. Which balance points are stable

Stability needs the field slightly off the axis. Let $r$ be the distance from the axis and $B(z)$ the axial field. In the bore there is no current, so both the divergence and the curl of $\mathbf B$ vanish. The divergence condition is

$$\frac1r\frac{\partial(rB_r)}{\partial r}=-\frac{\partial B_z}{\partial z}\quad\Rightarrow\quad B_r=-\tfrac12rB'+O(r^3).$$

The curl condition $\partial_rB_z=\partial_zB_r=-\tfrac12rB''$ then gives $B_z=B-\tfrac14r^2B''+O(r^4)$. Squaring and adding,

$$|\mathbf B|^2=B^2+r^2\left(\tfrac14B'^2-\tfrac12BB''\right)+O(r^4).$$

For a diamagnet $-\chi=|\chi|$. Since $(B^2)''=2(B'^2+BB'')$, and the sideways energy is $\tfrac12k_rr^2$, the stiffnesses per volume are

$$k_z=\frac{|\chi|}{\mu_0}\left(B'^2+BB''\right),\qquad k_r=\frac{|\chi|}{\mu_0}\left(\tfrac14B'^2-\tfrac12BB''\right).$$

Both are positive when

$$-B'^2<BB''<\tfrac12B'^2 .$$

At an inflection point $B''=0$, and the condition holds whenever $B'\neq0$. By continuity it also holds in a neighbourhood. Farther towards the centre $B''$ is negative and vertical stability is lost; farther out $B''$ is positive and sideways stability is lost.

For a paramagnet both stiffnesses change sign. Stability would require $BB''<-B'^2$ and $BB''>\tfrac12B'^2$ together, which is impossible because the first bound is never above the second.

The obstacle is not special to the axis. In a current-free region each Cartesian component of a static field obeys $\nabla^2B_j=0$, so

$$\nabla^2|\mathbf B|^2=2\sum_{ij}(\partial_iB_j)^2+2\sum_jB_j\nabla^2B_j=2\sum_{ij}(\partial_iB_j)^2\ge0 .$$

Gravity adds nothing to the Laplacian, because its energy is linear in $z$. A paramagnet in vacuum therefore has $\nabla^2u\le0$. The average of $u$ over a sphere of radius $R$ changes with $R$ at the rate $(4\pi R^2)^{-1}\int\nabla^2u\,dV\le0$, so it cannot rise above the value at the centre. A strict minimum would require it to rise. For a diamagnet the inequality is reversed: a minimum is allowed, though not guaranteed.

The medium matters. If a paramagnetic body sits in a fluid of larger susceptibility, the difference $\chi-\chi_{\rm fluid}$ is negative and the body behaves as a diamagnet.

## 3. The long solenoid: leading order

Model the winding as a thin current sheet of radius $a$ and length $L$, occupying $-L<z<0$. Define $B_s=\mu_0K$, with $K$ the current per length. A ring of width $dz'$ contributes

$$dB=\frac{B_s a^2\,dz'}{2[a^2+(z-z')^2]^{3/2}} .$$

Put $s=z/a$, $\epsilon=a/L$ and $b=B/B_s$. Since $\int du\,(1+u^2)^{-3/2}=u/\sqrt{1+u^2}\equiv F(u)$,

$$b(s)=\tfrac12\left[F(s+1/\epsilon)-F(s)\right].$$

From here on, primes on $b$ mean $d/ds$. As $\epsilon\to0$ at fixed $s$, the first term tends to $1/2$. Writing $C=\sqrt{1+s^2}$,

$$b_0=\tfrac12\left(1-\frac sC\right),\qquad b_0'=-\frac1{2C^3},\qquad b_0''=\frac{3s}{2C^5}.$$

The inflection lies at the end of the winding, $s=0$. Each edge of the stable zone satisfies $bb''=\kappa b'^2$, with $\kappa=-1$ for the vertical limit and $\kappa=\tfrac12$ for the sideways limit. Multiplication by $4C^6$ turns this into $6sCb_0=\kappa$, that is

$$h(s)\equiv3s(C-s)=\kappa .$$

Set $s=\sinh t$. Then $C-s=e^{-t}$ and $h=\tfrac32(1-e^{-2t})$, which increases steadily with $s$. There is thus one edge of each kind, and the stable zone is a single interval.

For $\kappa=-1$, $e^{-2t}=5/3$ and

$$s_-=\tfrac12\left(\sqrt{3/5}-\sqrt{5/3}\right)=-\frac1{\sqrt{15}} .$$

For $\kappa=\tfrac12$, $e^{-2t}=2/3$ and

$$s_+=\tfrac12\left(\sqrt{3/2}-\sqrt{2/3}\right)=\frac1{\sqrt{24}} .$$

The zone reaches from $0.258a$ below the end of the winding to $0.204a$ above it.

The current must place the balance point inside this zone. Let $p=|bb'|$, so that balance reads $B_s^2p/a=G$. At the lower edge $s/C=-1/4$, $b_0=5/8$ and $C^2=16/15$; at the upper edge $s/C=1/5$, $b_0=2/5$ and $C^2=25/24$. Therefore

$$p_-=\tfrac5{16}\left(\tfrac{15}{16}\right)^{3/2}=0.2837,\quad p_{\rm inf}=\tfrac14,\quad p_+=\tfrac15\left(\tfrac{24}{25}\right)^{3/2}=0.1881 .$$

Because $(bb')'=b'^2+bb''$, the lower edge is also where $p$ is largest. If $B_s^2<Ga/p_-$ there is no balance point on the axis. Off the axis, towards the rim of the sheet where the gradient is steeper, balance can still occur: for the solenoid of Section 5 at $B_s=11.7$ T there is a balance ring at $r=0.68a$, $z=0.155a$, but it is a saddle of the energy and holds nothing. Just above the threshold there are two balance points on the axis: an inner one, vertically unstable, and an outer one inside the zone. As the current rises, the outer one moves upward and leaves the zone when $B_s^2=Ga/p_+$.

## 4. The first correction

The far end of the winding enters through $F(s+1/\epsilon)$. For large $u$, $F(u)=1-\tfrac12u^{-2}+O(u^{-4})$, and $(s+1/\epsilon)^{-2}=\epsilon^2-2s\epsilon^3+O(\epsilon^4)$. Hence

$$b=b_0-\tfrac14\epsilon^2+\tfrac12s\epsilon^3+O(\epsilon^4),\qquad b'=b_0'+\tfrac12\epsilon^3+O(\epsilon^4).$$

The second derivative changes only at order $\epsilon^4$. To order $\epsilon^2$, then, the far end lowers the field by a constant and leaves its derivatives alone.

At the inflection this gives

$$p_{\rm inf}=\left(\tfrac12-\tfrac14\epsilon^2\right)\tfrac12=\tfrac14\left(1-\tfrac12\epsilon^2\right),$$

and, since $B_s=\sqrt{Ga/p}$,

$$B_s=2\sqrt{Ga}\left(1+\tfrac14\epsilon^2\right).$$

The inflection itself barely moves. The far end adds $\tfrac12F''(1/\epsilon)\approx-\tfrac32\epsilon^4$ to $b''$, while near $s=0$ the near end gives $\tfrac32s$. Their sum vanishes at $s\approx\epsilon^4$.

For the edges, insert the corrected $b$ into $6sCb=\kappa$:

$$h(s)-\tfrac32\epsilon^2sC=\kappa .$$

The shift is $\Delta s=\tfrac32\epsilon^2sC/h'(s)$. From $dh/dt=3e^{-2t}$ and $ds/dt=C$ we have $h'(s)=3e^{-2t}/C$, so $\Delta s=\tfrac12\epsilon^2sC^2e^{2t}$. With $C^2e^{2t}=16/25$ at the lower edge and $25/16$ at the upper,

$$s_-=-\frac1{\sqrt{15}}\left(1+\tfrac8{25}\epsilon^2\right),\qquad s_+=\frac1{\sqrt{24}}\left(1+\tfrac{25}{32}\epsilon^2\right).$$

These coefficients are small, so the next order deserves a look. The cubic part of $b$ adds $3s^2C\epsilon^3$ to the left side. On the right, $4C^6b'^2=(1-\epsilon^3C^3)^2\approx1-2\epsilon^3C^3$ multiplies $\kappa$. Solving for the extra shift,

$$\Delta_3s=-\epsilon^3C^2e^{2t}\left(s^2+\tfrac23\kappa C^2\right),$$

which is $+0.412\epsilon^3$ at the lower edge and $-0.608\epsilon^3$ at the upper. Both oppose the quadratic shift. At $\epsilon=0.1$ they cancel half of it at the lower edge and more than a third at the upper.

## 5. A 3 cm solenoid

Take $a=3.0$ cm and $L=30.0$ cm, so $\epsilon=0.1$. For comparison, the field of the finite winding was integrated directly from the Biot–Savart law, on and off the axis, and the edges were located where the second differences of $|\mathbf B|^2$ change sign.

| Edge, $z/a$ | leading | with $\epsilon^2$ | with $\epsilon^3$ | direct |
|---|---|---|---|---|
| lower | −0.2582 | −0.2590 | −0.2586 | −0.2585 |
| upper | 0.2041 | 0.2057 | 0.2051 | 0.2053 |

The remaining differences are of the size of $\epsilon^4=0.0001$. At the lower edge the quadratic correction alone is no better than the leading value, for the reason just derived. The inflection is at $z/a=0.0001$, as predicted. In length, the stable zone runs from 0.78 cm below the end of the winding to 0.62 cm above it, a width of 1.39 cm.

For the current, the direct calculation gives $p=0.2821$, $0.2485$ and $0.1864$ at the lower edge, inflection and upper edge. With $Ga=1369\times0.030=41.07$ T²,

$$B_s=\sqrt{\frac{41.07}{0.2821}}=12.07\ \mathrm T,\quad \sqrt{\frac{41.07}{0.2485}}=12.86\ \mathrm T,\quad \sqrt{\frac{41.07}{0.1864}}=14.84\ \mathrm T .$$

The leading formula at the inflection gives $2\sqrt{41.07}=12.82$ T, only 0.3% below the direct value. The two-figure susceptibility does not fix $B_s$ this finely; the extra digits serve to compare the two models. At the inflection the local field is 6.40 T, about half of $B_s$, and the gradient is $-214.1$ T/m. Their product has magnitude 1370 T²/m, as required up to rounding.

At $B_s=15.29$ T, 3% above the window, the outer balance point sits at $z/a=0.238$. The upward force still equals the weight there, but the drop is expelled sideways.

The oscillation frequencies follow from balance. Since $|\chi|/(\mu_0\rho)=g/|BB'|$, at the inflection

$$\omega_z^2=\frac{k_z}{\rho}=g\frac{|B'|}{B}\approx\frac ga,\qquad\omega_r^2=\tfrac14\omega_z^2 ,$$

with $B'=dB/dz$ again. The susceptibility and density have dropped out: at a given point of the field profile, balance fixes the combination $|\chi|B_s^2/\rho$, and the stiffness per mass is proportional to that same combination. Here the frequencies are 2.88 Hz vertically and 1.44 Hz sideways, for small motion without damping.

## 6. What to decide, and where the expansion fails

At $\epsilon=0.1$ the far end changes the $B_s$ required at the inflection by 0.3%. Replacing the rough measured susceptibility by the Hartree–Fock one changes it by about 4%, because $B_s\propto|\chi|^{-1/2}$. For this thin sheet the upper end alone is an adequate model, and the choice between these two susceptibilities matters more than the far end.

Aiming at the inflection also leaves room for error in $G$. With the current fixed there, the drop still has a stable position if the true $G$ lies between $0.1864/0.2485=0.75$ and $0.2821/0.2485=1.14$ times the assumed value. The margin is smaller on the side where the drop is harder to lift, so a current slightly above the inflection setting centres the window better when $G$ is uncertain. This concerns local stability only. The trap is shallow, and escape is easiest over an off-axis saddle. That barrier equals the energy of lifting the drop by about 0.6 mm at the inflection setting and by only 0.02 mm at $B_s=14.5$ T, so a higher current is paid for in depth.

The expansion needs $L\gg a$. In the opposite limit, $L\ll a$, the winding is a single ring at $s=0$ and $b\propto C^{-3}$. Then $b'\propto-3sC^{-5}$ and $b''\propto(12s^2-3)C^{-7}$. After division by the common factor $C^{-10}$, the stability conditions become

$$-9s^2<12s^2-3<\tfrac92s^2\quad\Rightarrow\quad\tfrac17<s^2<\tfrac25 .$$

The inflection, at $s^2=\tfrac14$, again lies inside the zone, but the whole zone is now above the winding. The stability argument of Section 2 survives the change of magnet; the numbers $-1/\sqrt{15}$ and $1/\sqrt{24}$ belong to the long thin solenoid. A thick winding needs its own axial profile $B(z)$, inserted into the same two inequalities. At these fields that is the practical case: $B_s=12.86$ T means $K=1.0\times10^7$ A/m, which at 200 A/mm² is a layer 5 cm thick, more than the radius. Take a uniform winding of the same length from $a$ to $3a$. The inflection setting then needs $\mu_0K=17.6$ T (about 230 A/mm²), the zone runs from $-0.38a$ to $0.27a$, and the far end matters at 1.5%.
